# Spreading of a dopant sheet with concentration-proportional diffusivity: verification in Python

```python
# Result under test: for dC/dt = d/dx( K C dC/dx ) with all the dose Q at x = 0
# when t = 0, the profile is C = (3Q/4a)(1 - x^2/a^2) for |x| < a, zero outside,
# with a = (9 K Q t / 2)^(1/3).
# C: dopant concentration, K: diffusivity per concentration, a: half-width.
# A dose S at a sealed surface is half of the symmetric problem with Q = 2 S.
# In the worked example lengths are in nm, concentrations in cm^-3, diffusivities
# in nm^2/s inside the solver (1 cm^2 = 1e14 nm^2), times in s.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, trapezoid


def spread(start, dx, times, potential, diffusivity, open_surface=False):
    """Finite-volume solution of dC/dt = d2(potential(C))/dx2 on x > 0."""
    conc = start.copy()
    flux = np.zeros(len(conc) + 1)
    now, saved = 0.0, []
    for stop in times:
        while now < stop:
            step = min(0.4 * dx**2 / diffusivity(conc.max()), stop - now)
            pot = potential(conc)
            flux[1:-1] = (pot[:-1] - pot[1:]) / dx
            if open_surface:
                flux[0] = -2 * pot[0] / dx
            conc += step / dx * (flux[:-1] - flux[1:])
            now += step
        saved.append(conc.copy())
    return saved


# ---- symbolic test of the profile against the equation and the dose
x, t, K, Q = sp.symbols("x t K Q", positive=True)
a_sym = (sp.Rational(9, 2) * K * Q * t) ** sp.Rational(1, 3)
c_sym = 3 * Q / (4 * a_sym) * (1 - x**2 / a_sym**2)
residual = sp.diff(c_sym, t) - sp.diff(K * c_sym * sp.diff(c_sym, x), x)
assert sp.simplify(residual) == 0
assert sp.simplify(2 * sp.integrate(c_sym, (x, 0, a_sym)) - Q) == 0
edge_speed = -K * sp.diff(c_sym, x).subs(x, a_sym)
assert sp.simplify(edge_speed - sp.diff(a_sym, t)) == 0
second_moment = 2 * sp.integrate(x**2 * c_sym, (x, 0, a_sym)) / Q
assert sp.simplify(second_moment - a_sym**2 / 5) == 0
velocity = -K * sp.diff(c_sym, x)
assert sp.simplify(velocity - x / (3 * t)) == 0

# ---- numerical solution from a narrow box, K = Q = 1
cell = 0.0125
grid = (np.arange(240) + 0.5) * cell
box = np.where(grid < 0.05, 10.0, 0.0)          # half-line dose 1/2
early, late = spread(box, cell, [0.125, 1.0], lambda c: c * c / 2, lambda c: c)
a_unit = 4.5 ** (1 / 3)
peak_unit = 0.75 / a_unit
parabola = peak_unit * np.clip(1 - (grid / a_unit) ** 2, 0, None)
profile_error = np.max(np.abs(late - parabola)) / peak_unit
assert profile_error < 2 * cell / a_unit        # shift of one cell at the edge
edge_found = grid[late > 1e-3 * peak_unit][-1]
assert abs(edge_found - a_unit) < 2 * cell      # grid resolution


def rms(c):
    return np.sqrt(np.sum(grid**2 * c) / np.sum(c))


exponent_found = np.log(rms(late) / rms(early)) / np.log(8)
assert abs(exponent_found - 1 / 3) < 0.005

# ---- control: a constant part of the diffusivity must destroy the sharp edge
mixed = spread(box, cell, [1.0], lambda c: c * c / 2 + 0.05 * c,
               lambda c: c + 0.05)[0]
outside = grid > 1.05 * a_unit
share_ideal = late[outside].sum() / late.sum()
share_mixed = mixed[outside].sum() / mixed.sum()
assert share_ideal < 1e-6 and share_mixed > 1e-3

# ---- worked example: rough values, heavily arsenic-doped silicon near 1000 C
temperature = 1273.0        # K
dose = 2e15                 # cm^-2, under a sealed surface
anneal = 3600.0             # s
n_i = 1e19                  # cm^-3, intrinsic electron concentration
d_charged_cm = 1e-15        # cm^2/s, charged-defect part at n = n_i
d_neutral_cm = 1.5e-15      # cm^2/s, uncharged-defect part
mobile_limit = 3e20         # cm^-3, largest mobile dopant concentration
implant_depth, implant_sigma = 40.0, 15.0   # nm
dos_mass = 1.08             # electron density-of-states mass / free mass
permittivity = 11.7         # relative
level = 1e18                # cm^-3, concentration at which depth is read

d_charged, d_neutral = d_charged_cm * 1e14, d_neutral_cm * 1e14
k_law = 2 * d_charged / n_i                 # nm^2/s per cm^-3
dose_nm = dose * 1e7                        # cm^-3 nm


def half_width(time):
    return (4.5 * k_law * 2 * dose_nm * time) ** (1 / 3)


a_end = half_width(anneal)
peak = 0.75 * 2 * dose_nm / a_end
depth_formula = a_end * np.sqrt(1 - level / peak)

# ---- electrons: effective density of states and Fermi integral
kt = const.k * temperature
mass = dos_mass * const.m_e
n_c = 2 * (mass * kt / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-6
k_thermal = np.sqrt(2 * mass * kt) / const.hbar
state_sum = quad(lambda s: s * s * np.exp(-s * s), 0, np.inf)[0]
assert abs(k_thermal**3 / np.pi**2 * state_sum * 1e-6 / n_c - 1) < 1e-6


def fermi_half(eta):
    y = np.linspace(0, 7, 701)
    values = y**2 / (1 + np.exp(y**2 - np.asarray(eta)[:, None]))
    return 4 / np.sqrt(np.pi) * trapezoid(values, y, axis=1)


series_value = float(mp.re(-mp.polylog(1.5, -mp.exp(-0.5))))
assert abs(fermi_half([-0.5])[0] / series_value - 1) < 1e-5


def transport_table(neutral, degenerate):
    """Flux potential and effective diffusivity from charge neutrality and drift."""
    log_act = np.linspace(-0.1, 6.0, 2000)  # log of electron activity / n_i
    act = np.exp(log_act)
    electrons = n_i * act
    if degenerate:
        electrons = n_c * fermi_half(log_act + np.log(n_i / n_c))
    conc = electrons - n_i / act            # electrons minus holes
    base = neutral + d_charged * act
    middle = lambda v: (v[1:] + v[:-1]) / 2
    parts = middle(base) * (np.diff(conc) + middle(conc) * np.diff(log_act))
    pot = np.concatenate([[0.0], np.cumsum(parts)])
    pot -= np.interp(0.0, conc, pot)
    return conc, pot, np.gradient(pot, conc)


# the electron field must double the flux when C is far above n_i
table_c, table_p, table_d = transport_table(0.0, False)
probe = 30 * n_i
field_factor = np.interp(probe, table_c, table_d) / (d_charged * probe / n_i)
assert abs(field_factor - 2) < 0.02

# ---- sizes of neglected effects, by solving the fuller transport equation
dx = 2.0
depth_grid = (np.arange(350) + 0.5) * dx
sheet = np.zeros(350)
sheet[0] = dose_nm / dx
implanted = np.exp(-0.5 * ((depth_grid - implant_depth) / implant_sigma) ** 2)
implanted *= dose_nm / (implanted.sum() * dx)


def depth_at_level(c):
    i = np.nonzero(c > level)[0][-1]
    return depth_grid[i] + dx * (c[i] - level) / (c[i] - c[i + 1])


def run(start, table=None, cap=np.inf, open_surface=False):
    if table is None:
        potential = lambda c: k_law * np.minimum(c, cap) ** 2 / 2
        diffusivity = lambda c: k_law * min(c, cap)
    else:
        tc, tp, td = table
        assert min(start.max(), cap) < tc[-1]
        potential = lambda c: np.interp(np.minimum(c, cap), tc, tp)
        diffusivity = lambda c: np.interp(min(c, cap), tc, td)
    result = spread(start, dx, [anneal / 4, anneal], potential, diffusivity,
                    open_surface)
    assert result[-1][-1] < 1e-6 * result[-1].max()   # far wall not felt
    return result


boltzmann = transport_table(d_neutral, False)
degenerate = transport_table(d_neutral, True)
run_sheet = run(sheet)
run_implant = run(implanted)
run_neutral = run(implanted, boltzmann)
run_degenerate = run(implanted, degenerate)
run_capped = run(implanted, cap=mobile_limit)
run_open = run(implanted, open_surface=True)
run_all = run(implanted, degenerate, cap=mobile_limit)
depth_sheet = depth_at_level(run_sheet[-1])
assert abs(depth_sheet / depth_formula - 1) < 0.015   # about one cell
assert abs(run_sheet[-1][0] / peak - 1) < 0.015
kept_open = run_open[-1].sum() * dx / dose_nm
growth_all = np.log(depth_at_level(run_all[1]) / depth_at_level(run_all[0]))
growth_all /= np.log(4)

# screening length at n_i, temperature error, time above the mobile limit
screening = 1e9 * np.sqrt(permittivity * const.epsilon_0 * kt
                          / (2 * const.e**2 * n_i * 1e6))
activation = 3.5            # eV, rough net activation energy of K
kt_ev = kt / const.e
rise = 10.0                 # K
hot_ratio = np.exp(activation / kt_ev * (1 - temperature / (temperature + rise)))
hot_change = 100 * (hot_ratio ** (1 / 3) - 1)
time_over_limit = anneal * (peak / mobile_limit) ** 3
peak_then = 0.75 * 2 * dose_nm / half_width(time_over_limit)
assert abs(peak_then / mobile_limit - 1) < 1e-9

# ---- excess interstitials released at depth d, absorbed at the surface:
# time integral of the excess at depth z is N min(z, d) / D_I


def exposure(z, d, diff):
    near, far = (z - d) ** 2 / (4 * diff), (z + d) ** 2 / (4 * diff)
    f = lambda s: np.exp(-near / s**2) - np.exp(-far / s**2)
    total = quad(f, 0, 1)[0] + quad(f, 1, np.inf)[0]
    return 2 / np.sqrt(4 * np.pi * diff) * total


for z_test in (0.4, 1.7):
    assert abs(exposure(z_test, 1.0, 0.6) - min(z_test, 1.0) / 0.6) < 1e-5
interstitial_transport = 4e6   # cm^-1 s^-1, D_I times equilibrium concentration
interstitial_share = 0.5       # part of dopant motion carried by interstitials
damage_depth = 100.0           # nm
remainder = 1e14               # cm^-2, left after regrowth


def extra_time(number):
    return (interstitial_share * number * damage_depth * 1e-7
            / interstitial_transport)


def widening(number):
    return 100 * ((1 + extra_time(number) / anneal) ** (1 / 3) - 1)


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("TESTS WITH K = Q = 1, t = 1")
show("half-width, formula", a_unit)
show("half-width, numerical edge", edge_found)
show("largest profile error / peak", profile_error, form=".2g")
show("growth exponent, numerical", exponent_found, form=".4f")
show("dose share beyond 1.05 a, D = C", share_ideal, form=".1e")
show("dose share beyond 1.05 a, D = C + 0.05", share_mixed, form=".2e")
print("EXAMPLE INPUTS (rough values)")
show("temperature", temperature, "K")
show("implanted dose S", dose, "cm^-2")
show("anneal time", anneal, "s")
show("intrinsic concentration n_i", n_i, "cm^-3")
show("charged-defect diffusivity at n_i", d_charged_cm, "cm^2/s")
show("uncharged-defect diffusivity", d_neutral_cm, "cm^2/s")
show("mobile dopant limit", mobile_limit, "cm^-3")
show("implant mean depth", implant_depth, "nm")
show("implant standard deviation", implant_sigma, "nm")
show("density-of-states mass / free mass", dos_mass)
show("relative permittivity", permittivity)
print("IDEAL LAW")
show("flux factor from field at C = 30 n_i", field_factor)
show("K", k_law * 1e-14, "cm^5/s")
show("half-width a", a_end, "nm")
show("half-width a, converted", 10 * a_end, "angstrom")
show("peak concentration", peak, "cm^-3")
show("peak / n_i", peak / n_i)
show("half-width at one eighth of the time", half_width(anneal / 8), "nm")
print("DEPTH WHERE C = 1e18 cm^-3")
show("sheet, formula", depth_formula, "nm")
show("sheet, numerical", depth_sheet, "nm")
show("implanted start, ideal law", depth_at_level(run_implant[-1]), "nm")
show("same + uncharged part, finite n_i", depth_at_level(run_neutral[-1]), "nm")
show("same + degeneracy too", depth_at_level(run_degenerate[-1]), "nm")
show("implanted, ideal law + mobile limit", depth_at_level(run_capped[-1]), "nm")
show("implanted, ideal law, open surface", depth_at_level(run_open[-1]), "nm")
show("dose kept with open surface", 100 * kept_open, "%", ".3g")
show("all bulk effects, sealed", depth_at_level(run_all[-1]), "nm")
show("all bulk effects, peak", run_all[-1].max(), "cm^-3")
show("all bulk effects, exponent 900 to 3600 s", growth_all, form=".3f")
print("OTHER NEGLECTED EFFECTS")
show("effective density of states", n_c, "cm^-3", ".3g")
show("screening length at n_i", screening, "nm", ".2g")
show("time with ideal peak above mobile limit", time_over_limit, "s", ".3g")
show("assumed activation energy of K", activation, "eV")
show("change of a for +10 K", hot_change, "%", ".2g")
show("interstitial D_I C_I", interstitial_transport, "cm^-1 s^-1")
show("interstitial share of motion", interstitial_share)
show("damage depth", damage_depth, "nm")
show("interstitials left after regrowth", remainder, "cm^-2")
show("extra time, after regrowth", extra_time(remainder), "s", ".3g")
show("change of a, after regrowth", widening(remainder), "%", ".2g")
show("extra time, one per ion", extra_time(dose), "s", ".3g")
show("change of a, one per ion", widening(dose), "%", ".2g")
print("ALL CHECKS PASSED")
```

It prints:

```
TESTS WITH K = Q = 1, t = 1
half-width, formula: 1.651
half-width, numerical edge: 1.644
largest profile error / peak: 0.0006
growth exponent, numerical: 0.3332
dose share beyond 1.05 a, D = C: 0.0e+00
dose share beyond 1.05 a, D = C + 0.05: 5.83e-03
EXAMPLE INPUTS (rough values)
temperature: 1273 K
implanted dose S: 2e+15 cm^-2
anneal time: 3600 s
intrinsic concentration n_i: 1e+19 cm^-3
charged-defect diffusivity at n_i: 1e-15 cm^2/s
uncharged-defect diffusivity: 1.5e-15 cm^2/s
mobile dopant limit: 3e+20 cm^-3
implant mean depth: 40 nm
implant standard deviation: 15 nm
density-of-states mass / free mass: 1.08
relative permittivity: 11.7
IDEAL LAW
flux factor from field at C = 30 n_i: 2
K: 2e-34 cm^5/s
half-width a: 234.9 nm
half-width a, converted: 2349 angstrom
peak concentration: 1.277e+20 cm^-3
peak / n_i: 12.77
half-width at one eighth of the time: 117.4 nm
DEPTH WHERE C = 1e18 cm^-3
sheet, formula: 234 nm
sheet, numerical: 234.2 nm
implanted start, ideal law: 239.5 nm
same + uncharged part, finite n_i: 278.6 nm
same + degeneracy too: 289 nm
implanted, ideal law + mobile limit: 238.9 nm
implanted, ideal law, open surface: 218.9 nm
dose kept with open surface: 40.5 %
all bulk effects, sealed: 288.7 nm
all bulk effects, peak: 1.117e+20 cm^-3
all bulk effects, exponent 900 to 3600 s: 0.317
OTHER NEGLECTED EFFECTS
effective density of states: 2.46e+20 cm^-3
screening length at n_i: 1.9 nm
time with ideal peak above mobile limit: 278 s
assumed activation energy of K: 3.5 eV
change of a for +10 K: 8.6 %
interstitial D_I C_I: 4e+06 cm^-1 s^-1
interstitial share of motion: 0.5
damage depth: 100 nm
interstitials left after regrowth: 1e+14 cm^-2
extra time, after regrowth: 125 s
change of a, after regrowth: 1.1 %
extra time, one per ion: 2.5e+03 s
change of a, one per ion: 19 %
ALL CHECKS PASSED
```
